How Plane-Wave Exact-Exchange Cost Grows with Cell Size and k-Points

**Question.** A hybrid-functional calculation on a 64-atom cell of a tetravalent semiconductor, sampled at Gamma alone, is affordable. A defect study calls for the 216-atom cell of the same crystal, again at Gamma. How does the cost of conventional plane-wave exact exchange depend on the number of orbitals, grid points and k-point pairs, and by what factor does it rise between these two cells?

**Answer.**

**The operation being counted**

Take a closed-shell insulator described with pseudopotentials, so that each atom brings a fixed number of valence electrons. A hybrid functional contains a fraction of the Fock exchange operator, which acts on an orbital ψ as

(V_x ψ)(r) = −Σ_j ψ_j(r) ∫ d³r′ v(|r−r′|) ψ_j*(r′) ψ(r′).

The sum runs over occupied spatial orbitals, and v is the bare or screened Coulomb interaction. The mixing fraction multiplies the result and does not affect the work. The cost C is the number of real arithmetic operations needed to apply V_x once to every target orbital. "Conventional" means that every pair of orbitals is treated explicitly, without localization, low-rank compression or symmetry reduction. Augmentation terms are left out.

In a crystal sampled by N_q k-points, write the orbitals as

ψ_mq(r) = N_q^(−1/2) exp(iq·r) u_mq(r),

where u_mq has the period of the cell and is normalized in it. The target ψ_nk has the same form. Inserting both gives three factors N_q^(−1/2) on the right: two from the source orbital and one from the target. Dividing by the target's prefactor N_q^(−1/2) exp(ik·r) leaves

V_x u_nk(r) = −(1/N_q) Σ_mq u_mq(r) W_mq,nk(r).

Here W is the potential of the pair density ρ(r) = u_mq*(r) u_nk(r), with the phase exp[i(k−q)·r] removed. Expand the periodic density as ρ(r) = Σ_G ρ_G exp(iG·r). The full pair density then contains plane waves of wave vector G+k−q. Convolution with v multiplies each plane wave by the Fourier transform of v, so

W_mq,nk(r) = Σ_G v(G+k−q) ρ_G exp(iG·r).

For the bare interaction v(K) = 4π/K² in atomic units, and the point K = 0 needs separate treatment. A short-range interaction has a finite value there. Either way, one number multiplies each Fourier component, so screening changes the energy but not this operation count.

**The work for one pair**

Let the cell carry N_r grid points. Count a complex product as 6 real operations, a complex sum as 2, and a real number times a complex number as 2. One source acting on one target then requires:

- the product u_mq* u_nk, 6N_r operations;
- a forward fast Fourier transform (FFT);
- multiplication by the real kernel, 2N_r;
- an inverse FFT;
- multiplication by u_mq and addition to the result, 6N_r + 2N_r.

The pointwise work is 16N_r. The normalization of the transforms and the weight 1/N_q can be absorbed in the kernel.

To find the cost T(n) of a one-dimensional FFT of even length n, separate the even and odd input points. If E_k and O_k are their transforms, of length n/2, then

X_k = E_k + exp(−2πik/n) O_k,
X_(k+n/2) = E_k − exp(−2πik/n) O_k.

The minus sign arises because adding n/2 to k multiplies the phase factor by exp(−iπ) = −1. For each of the n/2 values of k there is one complex product and two complex sums, or 6 + 4 = 10 operations. Hence

T(n) = 2T(n/2) + 5n.

Dividing by n shows that T(n)/n rises by 5 at each doubling. Since T(1) = 0, a power of two gives

T(n) = 5n log₂ n.

A three-dimensional transform on n×n×n points consists of n² lines along each of three axes. With N_r = n³ its cost is

3n² × 5n log₂ n = 5N_r (3 log₂ n) = 5N_r log₂ N_r.

Two transforms per pair therefore cost 10N_r log₂ N_r. This exceeds the pointwise 16N_r by a factor 0.625 log₂ N_r, which is about 11 on a grid of 64³ points.

**The cost law**

Let there be N_k target k-points with N_b target orbitals each, and N_q source k-points with N_o occupied orbitals each. There are N_k N_b targets, and each meets N_q N_o sources. To leading order,

C ≈ 10 N_k N_q N_b N_o N_r log₂ N_r.

The cost is linear in the number of targets and linear in the number of sources. It is quadratic in the number of orbitals when both grow together. It is linear in the number of k-point pairs, and slightly faster than linear in the number of grid points.

The targets must also be brought to the grid and the results taken back. That is 2N_k N_b transforms, compared with 2N_k N_q N_b N_o for the pairs, a fraction 1/(N_q N_o). If the sources are the same orbitals as the targets, they need no further transforms.

The same comparison gives the overhead over a local potential. Applying a local potential takes one transform to the grid and one back for each target. The pair transforms of exact exchange are therefore N_q N_o times as many. At Gamma this factor is the number of occupied orbitals, and it grows with the cell.

**How many grid points are needed**

A kinetic-energy cutoff E_cut sets the largest wave number,

k_max = √(2m E_cut)/ħ.

Along a cell edge of length L, the allowed wave numbers are 2π/L times an integer. At Gamma the largest integer frequency is therefore

g = floor(L k_max/2π).

A pair density is a product of two orbitals, so its frequencies run from −2g to 2g. These are 4g+1 different integers. On n equally spaced points, two frequencies that differ by n cannot be told apart, so the pair density is represented without aliasing if

n ≥ 4g + 1.

The last multiplication by a source orbital raises the largest frequency to 3g. On this grid, frequency 3g may fold to 3g−n, which is at most −g−1. That lies outside the range from −g to g kept in the orbital basis, so the folding does no harm once the result is projected back. At other k-points the basis |G+k| ≤ k_max is shifted and can span 2g+2 integers along an axis, so up to 4g+3 points may be needed.

A small model shows the condition at work. It has two orbitals in a cubic cell of edge 10 bohr and uses the short-range interaction erfc(ωr)/r with ω = 0.11 bohr⁻¹. Its orbitals have g = 1, so five points per edge are needed. Grids with 6 and 8 points give the same exchange energy, −0.55655 hartree. A grid with 4 points gives −0.55637 hartree, an error of about 0.03 percent relative to the alias-free value. The size of this error belongs to the model: 0.519 hartree of the energy is the K = 0 term of each orbital with itself, and measured against the remainder the error is about 0.5 percent. If a coarser grid is used to save work, its error has to be checked for the system in hand.

At fixed cutoff n is proportional to L, apart from the rounding down in g and the rounding up to a convenient FFT length. Thus N_r is proportional to the cell volume.

**Growth of a Gamma-only cell**

Now enlarge the cell by a factor s in atom number, keeping the composition, density, cutoff and sampling at Gamma alone. Then

N_b → sN_b, N_o → sN_o, N_r → sN_r.

Inserting these in the cost law with N_k = N_q = 1 gives

C(s)/C(1) = (s · s · s) log(sN_r)/log(N_r)
= s³ [1 + ln s/ln N_r].

Two powers of s come from the orbital pairs and the third from the larger grid on which each pair is processed. The base of the logarithm cancels in the ratio. The local exponent follows from ln C = constant + 3 ln s + ln[ln(sN_r)]. Differentiating at s = 1 gives

d ln C/d ln s = 3 + 1/ln N_r.

For very large cells the exponent tends to 3, while at practical sizes it lies slightly above.

**The 64-atom and 216-atom cells**

Take a model crystal with the diamond structure, a conventional cubic edge of 5.4 Å, four valence electrons per atom and a cutoff of 300 eV. The conventional cell has 8 atoms. Repeating it twice along each edge gives 64 atoms, and three times gives 216. The atom ratio is

s = 216/64 = 27/8 = 3.375.

Each spatial orbital holds two electrons, so there are two occupied orbitals per atom: 128 in the small cell and 432 in the large one. The targets are taken to be these same occupied orbitals. The numbers of ordered pairs are

128² = 16,384 and 432² = 186,624.

The cutoff corresponds to k_max = 8.874 Å⁻¹. For the edges of 10.8 Å and 16.2 Å,

10.8 × 8.874/(2π) = 15.25, so g = 15 and n ≥ 61;
16.2 × 8.874/(2π) = 22.88, so g = 22 and n ≥ 89.

The next lengths containing only factors 2 and 3 are 64 and 96. The grids have 262,144 and 884,736 points, whose ratio is again 3.375. With this choice of lengths the rounding does not disturb the comparison. If the factor 5 is also allowed, as in common FFT libraries, the larger cell needs only 90 points per edge, and the cost ratio derived below falls from 42 to about 34.

The leading law gives, for 64 atoms,

C₆₄ ≈ 10 × 16,384 × 262,144 × 18.00 = 7.73×10¹¹ operations,

and for 216 atoms

C₂₁₆ ≈ 10 × 186,624 × 884,736 × 19.75 = 3.26×10¹³ operations.

Their ratio can be read factor by factor:

C₂₁₆/C₆₄ ≈ 3.375³ × 19.755/18.000
= 38.44 × 1.0975
= 42.2.

**The 216-atom cell costs about 42 times as much per application of exact exchange.** Of this factor, 11.4 comes from the number of pairs, 3.4 from the grid size and 1.10 from the logarithm. The effective exponent between the two cells is 3.08.

**How good is the estimate?**

The law omits the pointwise work and treats every FFT length as if it were a power of two. Both omissions can be traced. For a length divisible by 3, one stage combines three shorter transforms a, b and c, where b and c already carry their phase factors:

X₀ = a + (b+c),
X₁ = a − (b+c)/2 − i(√3/2)(b−c),
X₂ = a − (b+c)/2 + i(√3/2)(b−c).

This takes six complex sums and two real scalings, 12 + 4 = 16 operations. Multiplication by i exchanges real and imaginary parts and is not counted. The phase factors on b and c cost 12 more. The total is 28 operations for three points, or 9.33 per point. The smooth law would assign 5 log₂ 3 = 7.92.

The length 64 = 2⁶ costs 6 × 5 = 30 operations per point and axis. The length 96 = 2⁵ × 3 costs 25 + 9.33 = 34.33. With three axes, two transforms and 16 pointwise operations, the work per grid point and pair is

64 atoms: 6 × 30 + 16 = 196;
216 atoms: 6 × 34.33 + 16 = 222.

The ratio becomes 38.44 × 222/196 = 43.5. A count taken while the arithmetic of one full pair was carried out on each grid, then multiplied by the number of pairs, gives the same 43.5. The smooth estimate is 3 percent below it. The absolute costs of the leading law are 8 percent and 11 percent below the counted ones, relative to the counted values. This count charges 6 operations for every phase factor, including the trivial ones 1, −1 and ±i; skipping those raises the ratio to about 49. Other FFT algorithms have other prefactors, and at other cutoffs or with other allowed lengths the rounding of the grids need not cancel. At 570 eV, for example, the minimum lengths are 85 and 125, which round up to 96 and 128. The grid ratio is then only 2.37, and the leading law gives a cost ratio of about 29. The figure of roughly 40 is a guide for planning when the two grids have nearly the same density; otherwise the actual grid sizes should be put into the cost law.

The neglected transforms of the orbitals themselves amount to 0.8 percent of the pair transforms in the small cell and 0.2 percent in the large one.

Two possible savings leave the ratio almost unchanged. At Gamma, without spin-orbit coupling or a magnetic field, the orbitals can be chosen real. The interaction turns a real density into a real potential. Two real pair densities ρ₁ and ρ₂ can then be sent through one complex transform as ρ₁ + iρ₂, and their potentials read from the real and imaginary parts. This roughly halves the cost in both cells. Secondly, when sources and targets are the same orbitals, exchanging the two members of a pair conjugates its potential. Only N_o(N_o+1)/2 potentials are then needed instead of N_o², again close to half in both cells.

**k-points instead of a larger cell**

Suppose the 64-atom cell is sampled by a uniform 2×2×2 mesh that includes Gamma, with all eight k-points used as targets and sources. The orbitals per k-point and the grid stay fixed, but there are 8 × 8 = 64 k-point pairs. The cost is

64 × 7.73×10¹¹ = 4.95×10¹³ operations.

This is about 1.5 times the cost of the 216-atom Gamma-only cell. A modest mesh can thus be as expensive as a substantial enlargement of the cell. If symmetry reduces the targets to N_irr inequivalent k-points, while the sources still cover the full mesh, the pair count falls from N_q² to N_irr N_q.

The quadratic growth arises because exchange couples different k-points. A local potential acts on each k-point separately, and its cost is linear in N_k. In a small model with eight k-points and two arbitrary orthonormal orbitals at each, pairs with k = q supply 56 percent of the exchange energy. The remaining 44 percent comes from pairs of different k-points, which cannot be dropped. The division depends on the model: with its short-range interaction, 51 of the 56 points are the K = 0 term of each orbital with itself. The coupling of different k-points, however, is part of the operator.

Because this mesh includes Gamma, it can also be compared with a Gamma-only supercell that describes the same set of orbitals. A shifted mesh without Gamma would correspond to a supercell sampled at another k-point. That supercell is N_k times larger. It has N_k N_o occupied orbitals and hence N_k² N_o² pairs, the same number as the mesh. Each of its pairs, however, is processed on N_k N_r points instead of N_r. With N_b = N_o,

C_mesh ∝ N_k² N_o² N_r log N_r,
C_supercell ∝ N_k³ N_o² N_r log(N_k N_r),

and therefore

C_supercell/C_mesh = N_k log(N_k N_r)/log(N_r).

The saving comes from translational symmetry. A pair of Bloch orbitals with labels k and q contains only wave vectors of the form G+k−q, which a grid of N_r points can hold. General supercell orbitals mix the k-points. Their pair densities can contain wave vectors from all N_k different values of k−q, and so need a grid of N_k N_r points.

For the 64-atom cell with eight k-points, the equivalent supercell has 512 atoms. At the same grid density it has 128 points per edge and log₂(N_k N_r) = 21. The Gamma-only calculation would cost 8 × 21/18 = 9.3 times as much as the mesh. For a perfect crystal the mesh is the cheaper route to the same result. For an isolated defect the two are not interchangeable, because the mesh repeats the defect in every 64-atom cell.

The small model tests this equivalence. The mesh, the supercell with its orbitals mixed by a random unitary matrix, and an explicit sum over plane waves without any FFT all give −1.01341184 hartree per supercell. The counted cost of the supercell is 10.35 times that of the mesh, while the leading law gives 11.09. The law is 7 percent too high relative to the count because the grids are tiny, with 6 and 12 points per edge. Per grid point and pair, the work is 6 × 14.33 + 16 = 102 on the first and 6 × 19.33 + 16 = 132 on the second, and 8 × 132/102 = 10.35.

**When the cubic rule does not apply**

The factor s³ belongs to cells in which orbitals and grid grow together. Two other cases follow from the same cost law.

If the cutoff is raised at fixed cell size, the number of occupied orbitals does not change. Since n is proportional to k_max and k_max to √E_cut, N_r grows as E_cut^(3/2). Without rounding, doubling the cutoff multiplies the cost by about 2.8, times a small logarithmic factor. Rounding of the grid lengths can shift this noticeably: from 300 to 600 eV the two cells above go from 64 to 96 and from 96 to 144 points per edge, a factor of 3.7.

If vacuum is added to a surface cell, N_r grows in proportion to the cell height while the occupied orbitals remain the same in number. Doubling the height then roughly doubles the cost. Adding material instead, so that the number of atoms doubles too, multiplies it by about eight.

Empty target orbitals change N_b but not N_o. If their number stays in fixed proportion to the occupied ones, the ratio of 42 survives. In a metal, partially occupied orbitals also act as sources, and N_o must include them.

The ratio refers to one application of the operator. If the larger cell needs more iterations to reach self-consistency, the total cost rises by that further factor. Elapsed time also depends on memory traffic and on how well the work is distributed over processors, neither of which is contained in an operation count. Methods that discard distant pairs of localized orbitals reduce the pair count itself. Methods that compress the operator may still need all pairs when the compressed form is built, but make its later applications cheaper. Both need a separate estimate.

Computed values

```
Small-model cell edge: 10.0 bohr
Small-model k-points: 8; orbitals per k-point: 2
k-mesh exchange energy per supercell: -1.01341184 hartree
Gamma-supercell exchange energy: -1.01341184 hartree
Explicit-sum exchange energy: -1.01341184 hartree
Energy share of equal-k pairs: 55.62 percent
Counted cost, 8 k-points / 1 k-point: 64.00
Counted cost, 8-cell Gamma / 1-cell Gamma: 662.6
Counted cost, Gamma supercell / k-mesh: 10.35
Leading law, Gamma supercell / k-mesh: 11.09
Alias test, 4 points per edge: -0.55637256 hartree
Alias test, 6 points per edge: -0.55655164 hartree
Alias test, 8 points per edge: -0.55655164 hartree
Conventional edge: 5.4 angstrom
Plane-wave cutoff: 300 eV
Valence electrons per atom: 4
Maximum wave number: 8.8736 1/angstrom
64 atoms, occupied orbitals: 128
64 atoms, ordered orbital pairs: 16384
64 atoms, maximum integer frequency: 15
64 atoms, minimum points per edge: 61
64 atoms, chosen points per edge: 64
64 atoms, total grid points: 262144
64 atoms, log2 of grid points: 18.0000
64 atoms, counted work per pair: 5.1380e+07 operations
64 atoms, leading-law cost: 7.7309e+11 operations
64 atoms, counted cost: 8.4181e+11 operations
64 atoms, orbital FFTs / pair FFTs: 0.781 percent
216 atoms, occupied orbitals: 432
216 atoms, ordered orbital pairs: 186624
216 atoms, maximum integer frequency: 22
216 atoms, minimum points per edge: 89
216 atoms, chosen points per edge: 96
216 atoms, total grid points: 884736
216 atoms, log2 of grid points: 19.7549
216 atoms, counted work per pair: 1.9641e+08 operations
216 atoms, leading-law cost: 3.2618e+13 operations
216 atoms, counted cost: 3.6655e+13 operations
216 atoms, orbital FFTs / pair FFTs: 0.231 percent
Atom-number ratio: 3.375
Pure cubic cost ratio: 38.44
Logarithmic factor: 1.0975
Estimated cost ratio: 42.19
Counted-arithmetic cost ratio: 43.54
Effective exponent in atom number: 3.076
64 atoms with 8 k-points, leading-law cost: 4.9478e+13 operations
```
